Absorption Width of a Carbon–Sulfur Oscillator on a Repulsive Slope

**Problem**

A carbon–sulfur bond in a resist chromophore vibrates harmonically at 700 cm⁻¹ in its electronic ground state. Light lifts it to a repulsive state whose potential falls by 4 eV for each ångström of bond extension. The vertical excitation energy is V_v = 5.4 eV. Treat the bond as a single coordinate with the reduced mass of bare C and S atoms, and start from the lowest vibrational level.

(a) Estimate the absorption width by scaling.
(b) Solve the model, find the full width at half maximum (FWHM), and say when the reflection principle holds.
(c) Find the strength of the band at the 248 nm exposure wavelength relative to its peak.
(d) Decide which neglected effect matters most.

Let x be the bond extension from equilibrium, μ the reduced mass and ω the angular frequency. Energies are counted from the ground-state potential minimum, so the initial level lies at ħω/2. The upper potential is

V_e(x) = V_v − F x, with F = 4 eV/Å.

The transition dipole is taken as independent of x. The band shape is then the Franck–Condon density S(E), the squared overlap with the upper states per unit photon energy E.

**First estimate by scaling**

In the ground state, confinement to a length ℓ costs a kinetic energy of order ħ²/(μℓ²), while the spring energy is of order μω²ℓ². Setting them equal gives

ℓ = √(ħ/(μω)).

The reduced mass is 12.000 × 31.972/43.972 = 8.725 u, or 904 eV fs²/Å². With ω = 0.1319 rad/fs and ħ = 0.658 eV fs,

ℓ = √(0.658/(904 × 0.1319)) Å = 0.074 Å.

Different bond lengths see different excitation energies, so the width is of order

Fℓ = 4 × 0.074 eV = 0.30 eV.

This fixes the dependence on F, μ and ω, but not the numerical factor.

**Solution of the model**

*The spectrum as an overlap in time.* Let H_e be the upper-state Hamiltonian and ψ₀ the initial vibrational state. Energy conservation requires a final energy E + ħω/2, so

S(E) = ⟨ψ₀| δ(E + ħω/2 − H_e) |ψ₀⟩.

Writing the delta function as a Fourier integral gives

S(E) = (1/2πħ) ∫ C(t) exp[i(E + ħω/2)t/ħ] dt,

C(t) = ⟨ψ₀| exp(−iH_e t/ħ) |ψ₀⟩.

The integral runs over all times. C(t) measures how much of the initial state survives on the slope after a time t.

*Motion on the slope.* In momentum space x = iħ ∂/∂p, and the Schrödinger equation becomes

(∂/∂t + F ∂/∂p) φ = −(i/ħ)(V_v + p²/2μ) φ.

The left side is the rate of change along p = p₀ + Ft: the force shifts every momentum by Ft. Integrating along that line,

φ(p,t) = φ₀(p − Ft) exp{−iV_v t/ħ − (i/2μħ) ∫₀ᵗ (p − Ft + Ft′)² dt′}.

The harmonic ground state has the position density

|ψ₀(x)|² = (2πσ²)^(−1/2) exp(−x²/2σ²), σ² = ħ/(2μω).

Its momentum amplitude is the Gaussian

φ₀(p) = (2πs²)^(−1/4) exp(−p²/4s²), s = ħ/(2σ), s² = μħω/2.

*The overlap.* C(t) is the integral of φ₀(p) φ(p,t) over p. Put p = q + Ft/2, which places the two Gaussians symmetrically. Their exponents add to

−[(q + Ft/2)² + (q − Ft/2)²]/4s² = −q²/2s² − F²t²/8s².

In the phase, put t′ = t/2 + u. The term linear in u integrates to zero, leaving

∫ (q + Fu)² du from −t/2 to t/2 = q²t + F²t³/12.

The remaining Gaussian integral over q is

(2πs²)^(−1/2) ∫ exp[−(q²/2s²)(1 + i s²t/μħ)] dq = (1 + iωt/2)^(−1/2),

because s²/(μħ) = ω/2. Also F²t²/8s² = F²σ²t²/2ħ². With Δ = Fσ, the result for this model is

C(t) = exp(−iV_v t/ħ) exp(−Δ²t²/2ħ²) exp(−iF²t³/24μħ) (1 + iωt/2)^(−1/2).

*The reflection limit.* The Gaussian factor falls within the time τ = ħ/Δ. By then the force has changed the momentum by Fτ = ħ/σ = 2s, and this shift alone has reduced the overlap to e^(−1/2) = 0.61; at 2τ it is down to e^(−2) = 0.14. Measure the other factors at t = τ, using ħ/μ = 2ωσ²:

- the cubic phase is F²τ³/(24μħ) = ωτ/12;
- the square root has a phase of about −ωτ/4, and its modulus departs from 1 by about (ωτ)²/16;
- the initial zero-point energy contributes a phase ωτ/2.

All are small when

ωτ = ħω/(Fσ) ≪ 1.

Dropping them leaves a Gaussian Fourier integral:

S(E) ≈ (2πΔ²)^(−1/2) exp[−(E − V_v)²/2Δ²].

This is the position density |ψ₀(x)|² mapped through E = V_v − Fx and divided by F to preserve area. Compressed bonds supply the high-energy side and stretched bonds the low-energy side. Half maximum occurs where (E − V_v)² = 2Δ² ln 2, so

FWHM = 2√(2 ln 2) Fσ.

Here σ = ℓ/√2 = 0.0525 Å and Δ = 0.210 eV, giving

FWHM = 2.355 × 0.210 eV = 0.495 eV.

The half-maximum points are at 219.5 and 240.6 nm, on either side of 229.6 nm, so the width is 21.1 nm.

*Corrections within the linear model.* The transform of S(E) is C(t) exp(iωt/2). Its logarithm equals the sum of (−it/ħ)ⁿκₙ/n!, where κ₁ is the mean, κ₂ the variance and κ₃ the third central moment. The square root contributes

−½ ln(1 + iωt/2) = −iωt/4 − ω²t²/16 + iω³t³/48 + …

Matching powers of t gives

κ₁ = V_v − ħω/2 + ħω/4 = V_v − ħω/4,

κ₂ = Δ² + (ħω)²/8,

κ₃ = −F²ħ²/4μ + (ħω)³/8 = −Δ²ħω/2 + (ħω)³/8.

The mean is lowered because the initial zero-point energy ħω/2 is available, while just the kinetic half of it is carried onto the slope on average.

The peak behaves differently. To first order in κ₃, a Gaussian in y = (E − κ₁)/√κ₂ is multiplied by 1 + (γ/6)(y³ − 3y), where γ = κ₃/κ₂^(3/2). Setting the derivative to zero near y = 0 gives y = −γ/2, hence

E_peak ≈ κ₁ − κ₃/(2κ₂) ≈ V_v − ħω/4 + ħω/4 = V_v.

The skewness therefore cancels the displacement of the mean at this order. For the example, ħω = 0.0868 eV; the full spectrum has its mean at 5.378 eV, its peak at 5.398 eV and γ = −0.19.

*The full width.* The spectrum can also be found from the upper eigenstates. For total energy ε, the equation on the slope is φ″ = −(x + (ε − V_v)/F)φ/a³, with a = (ħ²/2μF)^(1/3). The solution that decays into the wall is

φ_ε(x) = Ai[−(x + (ε − V_v)/F)/a]/(a√F).

The prefactor follows from ∫Ai(u − b)Ai(u − c)du = δ(b − c), the change of variable dx = a du, and an offset difference (ε − ε′)/(Fa). It normalises the states per unit energy. Evaluating S(E) = |∫φ_ε ψ₀ dx|² at ε = E + ħω/2 gives a FWHM of 0.503 eV.

**Comparison of the estimate and the solution**

The scaling estimate is 0.30 eV, the reflection result 0.495 eV and the full linear-slope result 0.503 eV. The first two differ by the factor 2√(2 ln 2)/√2 = 2√(ln 2) = 1.67, which comes from defining the width at half maximum. Both vary as F/√(μω).

The small error of the reflection width deserves explanation, since ωτ = 0.413 is not very small. Measure time in units of τ and energy from V_v in units of Δ. Every correction then depends on ωτ alone, and reversing its sign turns the correction factors into their complex conjugates. That mirrors the spectrum about V_v without changing its width. The width correction thus has no term linear in ωτ and begins at (ωτ)², which varies as 1/F² at fixed μ and ω. Here (ωτ)² = 0.17, so the still smaller error found below also reflects a small numerical coefficient, about 0.1. The full width exceeds the reflection width by 1.61% at F and by 0.44% at 2F, a ratio of 3.7, close to the leading-order value of 4.

The tail is less forgiving. At 248 nm the photon energy is 4.999 eV, which is 0.401 eV below V_v. The reflection formula gives

S/S_peak = exp[−0.401²/(2 × 0.210²)] = 0.16,

whereas the full spectrum gives 0.21. A Gaussian with the corrected mean, 5.378 eV, and standard deviation, 0.2124 eV, already gives exp[−0.379²/(2 × 0.2124²)] = 0.20. Most of the difference therefore comes from the lower mean and larger variance. The skewness adds little at this particular wavelength, because it lies 1.78 standard deviations below the mean, close to y = −√3, where the factor y³ − 3y vanishes. A good width does not guarantee an equally good tail.

In the opposite limit, F → 0, the reflection width vanishes but the variance tends to (ħω)²/8. The remaining spread comes from the initial kinetic energy, which the mapping of positions has left out.

**Temperature and neglected effects**

In thermal equilibrium the mean potential energy is half the oscillator energy. With n the mean vibrational quantum number,

½μω²⟨x²⟩ = ½ħω(n + ½),

so ⟨x²⟩ = σ²(2n + 1) = σ² coth(ħω/2kT). The thermal position density remains Gaussian: the equation −∂ρ/∂β = Hρ, with β = 1/kT and H quadratic, preserves the exponential of a quadratic form. At 300 K the coth factor is 1.072, and the reflection width becomes 0.495 × √1.072 = 0.512 eV. The full thermal calculation gives 0.517 eV.

The following changes are each made separately to the cold linear model, whose full width is 0.503 eV:

- Replacing the line by the wall 3.0 eV + 2.4 eV exp(−x/0.60 Å), with the same energy and slope at x = 0, gives 0.501 eV. The asymptote is assumed.
- The absorption cross-section carries a further factor E. Including it also gives 0.501 eV and raises the peak by 8 meV, in line with the estimate Δ²/V_v.
- An assumed Gaussian matrix broadening of 0.20 eV FWHM gives 0.540 eV.
- If a phenyl group and a diphenylsulfur group move rigidly along the bond without turning, the reduced mass is 54.5 u. Rotation of the larger group, whose centre of mass lies off the bond axis, would lower this value. At fixed frequency and slope, the reflection width falls to 0.198 eV and the full width to 0.212 eV. Now ħω/(Fσ) = 1.03, and the full width is 7% above the reflection value. But fixing the frequency makes the bond 54.5/8.725 = 6.2 times stiffer, which is unrealistic for a C–S single bond. If the force constant k = μω² is kept instead, the frequency falls to 280 cm⁻¹. Since σ varies as (kμ)^(−1/4), the reflection width is then 0.495 × (8.725/54.5)^(1/4) = 0.313 eV.

In the rigid-fragment limit, effective mass has the largest effect on the width among those sized here, even when the bond stiffness is kept. That limit is an upper bound on the effect, and for flexible groups the ranking is much closer, as discussed below. The frequency and slope do not determine the width until the moving masses are specified. The 248 nm tail is more sensitive than the width to the other changes: its ratio to the peak, 0.21 in the linear model, becomes 0.19 with the curved wall and 0.25 with the matrix broadening. The rigid fragments with the bond stiffness kept change it far more, to about 0.02 in the cold and 0.10 at 300 K.

The parameters are round values meant for the rough regime of aryl sulfonium photoacid generators, used in deep-ultraviolet resists; the slope and vertical energy are model choices, not measurements. In these molecules the C–S motion is shared with the attached groups, contrary to the bare-atom assumption. The rigid-fragment case with the bond stiffness kept shows that this could reduce the calculated cold width from about 0.50 to 0.31 eV if the groups neither turn nor deform. Real groups do both, and deformation matters more: ring bonds are only two to three times stiffer than the C–S bond, so the C and S atoms move largely on their own. A harmonic valence-force estimate for triphenylsulfonium, with the same C–S force constant and typical values for the others, gives an equivalent mass near 12 u and a reflection width of about 0.45 eV in the cold and 0.50 eV at 300 K. The mass effect is then comparable to the assumed matrix broadening in the cold and smaller than it at room temperature. In the rigid limit the softer mode is thermally excited at 300 K, which brings the width back to about 0.4 eV. This is a limiting model and not a prediction for a given molecule. Aromatic-ring excitations and other vibrations also contribute to real absorption. The calculated band represents direct excitation to a repulsive C–S state, so neither its width nor its 248 nm tail should be read as the absorbance of a whole resist film. The numerical output lists the main inputs and results.

Values computed for the example and the checks

```
Wavenumber: 700 cm^-1
Slope F: 4.0 eV/angstrom
Vertical energy V_v: 5.40 eV
Mass of C: 12.000 u
Mass of S: 31.972 u
Reduced mass C-S: 8.725 u
Vibrational quantum: 0.0868 eV
Angular frequency: 0.1319 rad/fs
rms extension sigma: 0.0525 angstrom
sigma from diagonalization: 0.0525 angstrom
Energy spread F*sigma: 0.2101 eV
Reflection FWHM: 0.4949 eV
Ratio hbar*omega/(F*sigma): 0.413
Overlap decay time tau: 3.13 fs
Distance moved in tau: 0.0217 angstrom
Peak wavelength: 229.6 nm
Half-maximum, short side: 219.5 nm
Half-maximum, long side: 240.6 nm
Reflection FWHM in wavelength: 21.1 nm
Full linear-slope FWHM: 0.5028 eV
Relative width error, F: 1.61 %
Relative width error, 2F: 0.44 %
Full spectrum mean: 5.3783 eV
Full spectrum peak: 5.3984 eV
Full spectrum standard deviation: 0.2124 eV
Full spectrum skewness: -0.192
Exposure wavelength: 248 nm
Exposure photon energy: 4.999 eV
Density at exposure / peak, reflection: 0.162
Density at exposure / peak, full: 0.207
Temperature: 300 K
Thermal factor coth: 1.0722
Thermal reflection FWHM: 0.5124 eV
Thermal full FWHM: 0.5168 eV
Assumed asymptote of curved wall: 3.0 eV
Decay length of curved wall: 0.60 angstrom
Curved wall, mapped FWHM: 0.4919 eV
Curved wall, full FWHM: 0.5007 eV
FWHM with photon-energy prefactor: 0.5006 eV
Peak shift by prefactor: 8.4 meV
Assumed matrix broadening FWHM: 0.20 eV
FWHM with matrix broadening: 0.5404 eV
Rigid-fragment reduced mass: 54.48 u
Rigid-fragment sigma: 0.0210 angstrom
Rigid-fragment hbar*omega/(F*sigma): 1.032
Rigid-fragment reflection FWHM: 0.1980 eV
Rigid-fragment full FWHM: 0.2121 eV
```
